# Selected Inversion from LDL Factors and the Recursive Green's Function Method

In an orthonormal basis, the local density of states of an open device with $N$ orbitals needs the $N$ diagonal entries of the retarded Green's function $G=A^{-1}$, where, for a general basis,

$$A=(E+i\eta)S-H-\Sigma .$$

$H$ is the Hermitian device Hamiltonian, $S$ the positive definite overlap, $\eta\ge 0$, and $\Sigma$ the lead self-energy, assumed to satisfy $\Gamma=i(\Sigma-\Sigma^\dagger)\ge 0$. The matrix $A$ is sparse, but its inverse is generically full, and dense inversion spends of order $N^3$ operations and $N^2$ storage to deliver $N$ numbers. The obvious economy, a recursion for $G$ that takes the exact triangular factor of $A$ but reads both it and $G$ only at positions where $A$ is nonzero, fails: on the ring below its largest error against the dense inverse is 8.72 eV$^{-1}$, as large as the largest entry of $G$. A set of entries that does close on itself is the pattern of the triangular factor of $A$.

## A four-site ring, forward

Take sites 0 to 3 with bonds 0–1, 0–2, 1–3, 2–3 and $H_{ab}=-t$ on each bond, so $A_{ab}=+t$. Let $t=1$ eV, $S=1$, $\eta=0$, $E=0.5$ eV, site energy $\epsilon_2=1$ eV and the others zero. Semi-infinite chains attach to sites 0 and 3. Removing the end site of such a chain reproduces it, so $\Sigma=t^2/(E-\Sigma)$, or $\Sigma^2-E\Sigma+t^2=0$. The retarded root has negative imaginary part: $\Sigma=\tfrac12\left(E-i\sqrt{4t^2-E^2}\right)=0.25-0.96825i$ eV. With energies in eV, define $u=E-\Sigma=0.25+0.96825i$. Then $u^*=\Sigma$, $uu^*=t^2=1$ and $u+u^*=E$, and

$$A=\begin{pmatrix}u&1&1&0\\1&0.5&0&1\\1&0&-0.5&1\\0&1&1&u\end{pmatrix}.$$

This matrix is complex symmetric, $A=A^T$, and not Hermitian, so every transpose below is a plain one. One elimination step is the identity

$$\begin{pmatrix}a&b^T\\ b&C\end{pmatrix}=\begin{pmatrix}1&0\\ l&1\end{pmatrix}\begin{pmatrix}a&0\\0&C-l\,a\,l^T\end{pmatrix}\begin{pmatrix}1&l^T\\0&1\end{pmatrix},\qquad l=b/a,$$

checked by multiplying out: the lower left block is $la=b$, the lower right is $lal^T+C-lal^T=C$. Repeating it on the Schur complement $C-lal^T$ gives $A=LDL^T$, with unit lower triangular $L$ and diagonal $D$. If $M$ is the working matrix, step $i$ sets $d_i=M_{ii}$, $L_{ki}=M_{ki}/d_i$ and $M_{kj}\to M_{kj}-L_{ki}d_iL_{ji}$ for $k,j>i$.

Step 0 has $d_0=u$ and $L_{10}=L_{20}=1/u=u^*$. Each update subtracts $u^*u\,u^*=u^*$, so $M_{11}=0.5-u^*=u$, $M_{22}=-0.5-u^*$ and $M_{21}=0-u^*$. The last entry was zero in $A$; it is fill, an effective hopping from 1 to 2 through the eliminated site.

Step 1 has $d_1=u$, $L_{21}=-u^*/u=-u^{*2}=0.875+0.48412i$ and $L_{31}=u^*$. The updates, with $u^{*3}=-0.6875+0.72618i$, are
$$M_{22}=-0.5-u^*-u^{*3}=-0.0625+0.24206i=-u^*/4,$$
$$M_{32}=1-L_{31}d_1L_{21}=1-L_{21}=0.125-0.48412i=u^*/2,\qquad M_{33}=u-u^* .$$

Step 2 has $d_2=-u^*/4$, $L_{32}=-2$, and leaves $d_3=u-u^*-4d_2=u$.

Let $C_i$ be the set of rows $k>i$ where $L_{ki}$ is present. Here $C_0=\{1,2\}$, $C_1=\{2,3\}$, $C_2=\{3\}$, and $C_3$ is empty.

## The ring, backward

From $A=LDL^T$ follows $G=L^{-T}D^{-1}L^{-1}$. Multiplying by $L^T$ from the left gives $L^TG=D^{-1}L^{-1}$, and adding $G-L^TG$ to both sides gives

$$G=D^{-1}L^{-1}+(1-L^T)\,G .$$

The inverse of a unit lower triangular matrix is unit lower triangular, so $D^{-1}L^{-1}$ vanishes above the diagonal and has $1/d_i$ on it. Also $(1-L^T)_{ik}=-L_{ki}$ for $k>i$ and zero otherwise. On and above the diagonal $L^{-1}$ therefore drops out:

$$G_{ij}=\frac{\delta_{ij}}{d_i}-\sum_{k\in C_i}L_{ki}\,G_{kj},\qquad i\le j. \tag{1}$$

Row $i$ reads later rows and, for $j=i$, the entries $G_{ki}=G_{ik}$ of its own row, available because $G^T=(A^T)^{-1}=G$. In eV$^{-1}$, starting from the last index:

- $G_{33}=1/d_3=u^*=0.25-0.96825i$.
- $G_{32}=-L_{32}G_{33}=2u^*=0.5-1.93649i$.
- $G_{22}=1/d_2-L_{32}G_{32}=-4u+4u^*=-7.74597i$.
- $G_{21}=-(L_{21}G_{22}+L_{31}G_{32})=-[(3.75-6.7777i)+(-1.75-0.9682i)]=-2+7.746i$.
- $G_{31}=-(L_{21}G_{32}+L_{31}G_{33})=2u^{*3}-u^{*2}=-0.5+1.93649i$.
- $G_{11}=u^*-(L_{21}G_{21}+L_{31}G_{31})=u^*-[(-5.5+5.8095i)+(1.75+0.9682i)]=4-7.746i$.
- $G_{10}=-u^*(G_{11}+G_{21})=-2u^*$ and $G_{20}=-u^*(G_{21}+G_{22})=2u^*$.
- $G_{00}=u^*-u^*(G_{10}+G_{20})=u^*$.

$G_{10}$ and $G_{20}$ sit on bonds, yet both read $G_{21}$, which does not. Omitting the fill position, that is, dropping both $L_{21}$ and $G_{21}$ from the sums above while keeping the other factor entries exact, produces the error quoted at the start: $G_{11}$ then comes out as $u^*+u^{*3}=-0.4375-0.2421i$ instead of $4-7.746i$. The entry $G_{30}$ was never read. It follows from (1) with $j=3$: $G_{30}=-u^*(G_{31}+G_{32})=0$, so the transmission $T=\Gamma^2|G_{30}|^2$ with $\Gamma=1.93649$ eV vanishes. The zero belongs to these parameters. Eliminating sites 1 and 2 first (they share no bond) changes $M_{30}$, $M_{00}$ and $M_{33}$ each by $-t^2/A_{11}-t^2/A_{22}=-2+2=0$ eV. The two arms interfere destructively and the contact sites decouple, which also gives $G_{00}=G_{33}=1/u$.

## The general algorithm

Let $A=A^T$, which holds when $H$, $S$, the matrices of the leads and their couplings to the device are all real, and fix an elimination order without pivoting. The sets $C_i$ are built from positions, not values: view $A$ as a graph with an edge wherever $H$, $S$ or $\Sigma$ has an entry, even if the sum in $A_{ij}$ happens to vanish, and at step $i$ let $C_i$ be the later neighbours of $i$ and join every pair of them, since the update writes to $M_{kj}$ for all $k,j\in C_i$. The diagonal and the pairs $(k,i)$, $k\in C_i$, form the filled pattern. The Takahashi recursion is (1) restricted to it. For $i=N-1,\dots,0$,

$$G_{ji}=-\sum_{k\in C_i}G_{jk}L_{ki}\quad(j\in C_i),\qquad G_{ii}=\frac1{d_i}-\sum_{k\in C_i}L_{ki}G_{ki}. \tag{2}$$

It closes by backward induction. Suppose all filled-pattern entries of columns after $i$ are known. The first sum reads $G_{jk}$ with $j,k\in C_i$. For $j=k$ this is a later diagonal. For $j\neq k$ the pair was joined at step $i$, so the larger index lies in $C$ of the smaller, a later column. The second sum reads what the first produced. With $c_i=|C_i|$ the column costs $c_i^2+c_i$ multiplications.

Values must not prune the pattern. If $A_{21}=A_{20}A_{01}/A_{00}$, the update gives $L_{21}=0$, but column 0 still reads $G_{21}$, which can be nonzero through a later site joined to both. In a $4\times4$ test matrix of this kind $G_{21}=0.02649$, and dropping it leaves an absolute error of 0.01325.

The pattern has a path description: once vertices $0,\dots,i-1$ are eliminated, two remaining vertices are joined if and only if the graph of $A$ has a path between them whose inner vertices are all eliminated. This holds before any step. Eliminating $i$ adds the edge $k$–$j$ when $k$–$i$ and $i$–$j$ are edges, and concatenating their paths passes through $i$; conversely a path through $i$ splits there into two paths of the earlier kind.

The filled pattern contains those of $H$ and $S$, so it yields the local density of states $-\mathrm{Im}\,G_{ii}/\pi$ per spin for $S=1$, and $\mathrm{Tr}[GS]=\sum_{ij}G_{ij}S_{ji}$, which equals $d\ln\det A/dE$ at fixed $\Sigma$ since $d\ln\det A=\mathrm{Tr}[A^{-1}dA]$. A whole last column follows from (1) at the price of an extra sweep, since fixed $j=N-1$ reads that column alone. Evaluating the lesser function $G\Sigma^<G^\dagger$ throughout the device directly from this product takes whole contact columns, which (2) does not deliver.

## When the pivots exist

Let $A^{(i)}$ be the leading block through index $i$. Triangularity gives $A^{(i)}=L^{(i)}D^{(i)}L^{(i)T}$, so $d_i=\det A^{(i)}/\det A^{(i-1)}$. Let $a$ and $r$ be the last column and last row of $A^{(i)}$ without the corner. The block determinant makes the same ratio equal to $A_{ii}-r[A^{(i-1)}]^{-1}a$. For $x=(-[A^{(i-1)}]^{-1}a,\,1)$ this means $A^{(i)}x=(0,d_i)$, hence $x^\dagger A^{(i)}x=d_i$. Since $\Sigma-\Sigma^\dagger=-i\Gamma$, the anti-Hermitian part is $(A-A^\dagger)/2i=\eta S+\Gamma/2$. Padding $x$ with zeros and using $|x|^2\ge1$,

$$\mathrm{Im}\,d_i=x^\dagger(\eta S+\Gamma/2)\,x\ \ge\ \eta\,\lambda_{\min}(S).$$

For $\eta>0$ each pivot is nonzero, the next leading block is invertible, and the induction runs in any order. The bound rests on the assumption $\Gamma\ge0$. If device and lead orbitals overlap and $\Sigma$ is itself evaluated at $E+i\eta$, $\Gamma$ can be slightly negative, outside the lead band or inside it near an energy where the device–lead coupling $ES-H$ vanishes, and the bound can then be missed. At $\eta=0$ the bound is empty. A three-site chain between leads at $E=0$ has $|\det A|=2$ eV$^3$, yet its middle site, taken first, has pivot 0. A small $\eta$ restores existence without accuracy: $|L|=t/\eta$, and $G_{00}=1/d_0+\sum_{jk}L_{j0}G_{jk}L_{k0}$ can multiply rounding errors in $G_{jk}$ by up to about $(t/\eta)^2$. The error against dense inversion grows from rounding level, $10^{-14}$ eV$^{-1}$ or below depending on the order of the arithmetic, at $\eta=10^{-1}$ eV to $4\times10^{-6}$ eV$^{-1}$ at $\eta=10^{-6}$ eV.

## Magnetic flux

Peierls phases make $H$ complex Hermitian, so $A\ne A^T$ while the pattern stays symmetric. Elimination gives $A=LDU$ with $U_{ik}=M_{ik}/d_i$, and $G=U^{-1}D^{-1}L^{-1}$. Now $UG=D^{-1}L^{-1}$ is lower triangular and $GL=U^{-1}D^{-1}$ is upper triangular. Reading the first on and above the diagonal and the second below it gives, for $j\in C_i$,

$$G_{ij}=-\sum_{k\in C_i}U_{ik}G_{kj},\quad G_{ji}=-\sum_{k\in C_i}G_{jk}L_{ki},\quad G_{ii}=\frac1{d_i}-\sum_{k\in C_i}U_{ik}G_{ki}.$$

The closure argument and the pivot bound used no symmetry of values and carry over; $U=L^T$ returns (2).

## Slices give the recursive Green's function method

Cut the device into slices $1,\dots,n$ coupled to adjacent slices, so that $A$ is block tridiagonal with $A_{i,i+1}=A_{i+1,i}^T$. The elimination identity holds with a symmetric block pivot $a$ and $l=ba^{-1}$. Slice $i$ has the single later neighbour $i+1$, so there is no pair to join and no block fill:

$$L_{i+1,i}=A_{i+1,i}D_i^{-1},\qquad D_{i+1}=A_{i+1,i+1}-A_{i+1,i}D_i^{-1}A_{i,i+1},\qquad D_1=A_{11}.$$

Define the left-connected Green's function $g_i$ as the last diagonal block of $[A^{(i)}]^{-1}$, the system cut off after slice $i$. The leading block has the factors $L^{(i)},D^{(i)}$, and (1) applied to its last index has an empty sum, so $g_i=D_i^{-1}$. The pivot recursion is then the forward sweep $g_{i+1}=(A_{i+1,i+1}-A_{i+1,i}\,g_i\,A_{i,i+1})^{-1}$.

In block form (1) reads $G_{ij}=\delta_{ij}D_i^{-1}-L_{i+1,i}^TG_{i+1,j}$ for $i\le j$, with $L_{i+1,i}^T=g_iA_{i,i+1}$ because $g_i$ is symmetric. Setting $j=i+1$ gives $G_{i,i+1}=-g_iA_{i,i+1}G_{i+1,i+1}$, whose transpose is

$$G_{i+1,i}=-G_{i+1,i+1}A_{i+1,i}\,g_i .$$

Setting $j=i$ and inserting this, the two minus signs combine:

$$G_{ii}=g_i-g_iA_{i,i+1}G_{i+1,i}=g_i+g_iA_{i,i+1}G_{i+1,i+1}A_{i+1,i}\,g_i ,\qquad G_{nn}=g_n .$$

For $S=1$, $A_{i,i+1}=-H_{i,i+1}$, and these are the Dyson equations for restoring the bond between slices: the backward sweep of the recursive Green's function method. The block $G_{1n}$ lies off the pattern for $n>2$, and $j=n$ supplies it through $G_{in}=-g_iA_{i,i+1}G_{i+1,n}$. With flux, $U_{i,i+1}=g_iA_{i,i+1}$ comes directly from the $LDU$ form and the same formulas result.

Scalar elimination in slice order refines the blocks. For indices from $q$ on, (1) reads the factors of the Schur complement and nothing earlier, so the trailing block of $G$ is the inverse of that complement, whether it was reached by scalars or blocks. Its first block is $D_i$, which the scalar steps factor as $D_i=\ell_i\,\mathrm{diag}(d)\,\ell_i^T$, with $\ell_i$ the diagonal block of the scalar $L$.

## Ordering and cost on a strip

Take a square lattice of width $W$ with sites $(x,y)$, and dense $\Sigma$ on the first and last slices. In slice order the path rule joins $(x,y)$ to all $(x,y')$ with $y'>y$, through the previous slice or through $\Sigma$. It joins it to $(x+1,y')$ for $y'\le y$ and no others, since the path must leave through an eliminated $(x,y')$ or through the site itself. Counting $y$ from 0, $c=(W-1-y)+(y+1)=W$ outside the last slice, and $W(W+1)/2$ entries of each off-diagonal block appear. For an $n\times n$ interior this gives about $n^2$ columns of cost $n^2$, or $n^4$.

Nested dissection orders a dividing line of sites after the two halves it separates, recursively. No path through eliminated vertices crosses a line not yet eliminated, so a separator site in a region of side $m$ reaches its own separator and the region's boundary, $c\lesssim 5m$. The region's separators cost of order $m\cdot m^2$. Level $l$ has $4^l$ regions of side $n/2^l$ and costs of order $n^3/2^l$, a convergent sum of order $n^3$. Ordering both contact slices last adds a dense block of side $2n$, again of order $n^3$. Every contact site touches the connected, eliminated interior, so the left–right block $G_{LR}$ lies on the pattern and the Caroli transmission $T=\mathrm{Tr}[\Gamma_LG_{LR}\Gamma_RG_{LR}^\dagger]$ needs no extra sweep.

The example has $W=7$, length 9, $N=63$, $t=1$ eV, $E=-1.5$ eV, $\eta=0$, $S=1$, and a central $3\times3$ gate of 1 eV. In slice order $L$ has $8\cdot7\cdot7+21=413$ entries below the diagonal, against 140 in $A$, so $413+63=476$ of the 2016 independent entries of $G$ are computed. The inversion costs $56\cdot7\cdot8+112=3248$ multiplications, where $112=\sum_{c=0}^{6}c(c+1)$ is the last slice, and an off-diagonal block holds $7\cdot8/2=28$ of 49 entries. Nested dissection is worse at this size, with 524 entries of $L$ below the diagonal and 6348 multiplications. Its smallest pivot is 0.167 eV, and both orders match the dense inverse within $10^{-14}$ eV$^{-1}$.

At the gate centre $G=-0.23406-0.37640i$ eV$^{-1}$, so the local density of states is $0.37640/\pi=0.1198$ eV$^{-1}$ per spin; the device total is 6.904 eV$^{-1}$ per spin. Without the gate $T=4.00000$, the number of open lead modes. With it, the contact block and the recursive sweep both give $T=3.41439$, a nonzero test of the off-pattern step. The coherent, zero-temperature, linear-response conductance is $(2e^2/h)\,T=77.481\ \mu\mathrm{S}\times3.41439=264.55\ \mu$S.

A purely algebraic test of the $LDU$ form uses the same gated strip and $\Sigma$ in nested-dissection order, with hopping phases of 0.3 rad per plaquette in $H$ (a factor $e^{0.3iy}$ on the hop from $(x,y)$ to $(x+1,y)$, $y$ counted from 0), a real bond overlap of 0.1 and $\eta=0.05$ eV. It is not a model of a device in a magnetic field, where the overlap would have to carry the Peierls phases as well. The $LDU$ recursion errs by $10^{-14}$ eV$^{-1}$ against the dense inverse, and the symmetric one by 0.895 eV$^{-1}$ on the lower triangle, a figure that depends on the order and the gauge. In this order the smallest $\mathrm{Im}\,d_i$ is 0.050 eV, above the bound 0.031 eV; it equals $\eta S_{ii}$, the value for an interior site eliminated before its neighbours.

On $n\times(n+2)$ devices nested dissection costs more at $n=15$ ($7.9\times10^4$ against $5.9\times10^4$ multiplications) and less at $n=31$, and at $n=127$ the slice order needs $2.649\times10^8/6.863\times10^7=3.86$ times as many. The local exponents in $n$ rise as 3.90, 3.95, 3.97 for slices and fall as 3.23, 3.16, 3.11 for dissection, in line with the leading powers 4 and 3, which these sizes have not yet reached. The numerical check below tests the recursions against dense inversion.

## Computed values

```
ring: t = 1.0 eV, E = 0.5 eV, eps2 = 1.0 eV, eta = 0
Sigma = +0.25000-0.96825i eV, Gamma = 1.93649 eV
C_i (rows of L per column): [[1, 2], [2, 3], [3], []]
d0 = +0.25000+0.96825i eV, d1 = +0.25000+0.96825i eV
d2 = -0.06250+0.24206i eV, d3 = +0.25000+0.96825i eV
L10 = +0.25000-0.96825i, L20 = +0.25000-0.96825i
L21 (fill) = +0.87500+0.48412i
L31 = +0.25000-0.96825i, L32 = -2.00000+0.00000i
G33 = +0.25000-0.96825i, G32 = +0.50000-1.93649i 1/eV
G22 = +0.00000-7.74597i, G21 = -2.00000+7.74597i 1/eV
G31 = -0.50000+1.93649i, G11 = +4.00000-7.74597i 1/eV
G10 = -0.50000+1.93649i, G20 = +0.50000-1.93649i 1/eV
G00 = +0.25000-0.96825i, off-pattern G30 = -0.00000-0.00000i 1/eV
ring T = 0.00000
ring max error using pattern of A only = 8.7178 1/eV
cancellation case: L21 = 0.0, G21 = 0.02649, error if dropped = 0.01325
3-chain, E=0: |det A| = 2.000 eV^3, first pivot = 0.0 eV
3-chain error: 2e-16 1/eV (eta=1e-1 eV), 4e-06 1/eV (eta=1e-6 eV)
strip: W = 7, length = 9, N = 63, E = -1.5 eV, gate = 1.0 eV, open modes = 4
slice: lower nnz A = 140, nnz L = 413, G entries = 476 of 2016
slice: mults factor = 2037, selinv = 3248, min|d| = 0.6639 eV, err = 6e-16 1/eV
nd: lower nnz A = 140, nnz L = 524, G entries = 587 of 2016
nd: mults factor = 3698, selinv = 6348, min|d| = 0.1667 eV, err = 7e-15 1/eV
G(4,3;4,3) = -0.23406-0.37640i 1/eV
LDOS gate centre (4,3) = 0.11981, edge (4,0) = 0.14502 1/eV per spin
device DOS = 6.90391 1/eV per spin
T clean = 4.00000, T gated = 3.41439
2e^2/h = 77.481 uS, gated conductance = 264.55 uS
block recursion / RGF max error = 2e-15 1/eV, T from RGF sweep = 3.41439
left-connected g(4,3) = -0.52367-0.37625i 1/eV
scalar entries in off-diagonal block = 28 of 49
flux case: phi = 0.3 rad, eta = 0.05 eV, overlap = 0.1
LDU error = 1e-14 1/eV, symmetric formula error = 0.895 1/eV
min Im d = 0.05000 eV, bound = 0.03125 eV, Tr[GS] = -17.19192-27.48972i 1/eV
n = 15: nnz L 3705 / 3524, selinv mults 5.872e+04 / 7.892e+04 (slice / nd)
n = 31: nnz L 31217 / 20644, selinv mults 9.940e+05 / 8.251e+05 (slice / nd)
n = 63: nnz L 255969 / 110980, selinv mults 1.634e+07 / 7.771e+06 (slice / nd)
n = 127: nnz L 2072513 / 563076, selinv mults 2.649e+08 / 6.863e+07 (slice / nd)
local exponents in n, slice: 3.897, 3.948, 3.974
local exponents in n, nd: 3.233, 3.163, 3.107
slice/nd cost ratio at n = 127: 3.86
```
